# Silylene and disilane pressures in partial equilibrium with silane and hydrogen

## 1. Two reactors and one doubled hydrogen feed

A model reactor is fed with silane and hydrogen. Doubling the silane feed multiplies the steady silylene pressure by 1.988 and the disilane pressure by 3.961. Doubling the hydrogen feed instead multiplies them by 0.5065 and 0.5099. These factors are close to 2, 4, 1/2 and 1/2.

In a second reactor the walls remove silylene ten thousand times faster. The silane factors are still close to 2 and 4, but doubling the hydrogen now changes silylene by a factor of 0.995 and leaves disilane almost untouched. The first reactor is near partial equilibrium and the second is not. These notes derive the equilibrium law, the size of the departures from it, and the reason why hydrogen reveals the difference while silane does not.

The gas reactions are

$$
\mathrm{SiH_4\rightleftharpoons SiH_2+H_2}\quad(\mathrm{R1}),\qquad
\mathrm{SiH_2+SiH_4\rightleftharpoons Si_2H_6}\quad(\mathrm{R2}).
$$

Let $a,s,h,d$ be the partial pressures of silane, silylene, hydrogen and disilane. The gas is ideal and has one fixed temperature $T$. Boltzmann's constant is set to 1, so $T$ is an energy. The result to be shown is

$$
s=K_1\frac{a}{h},\qquad d=K_2\,s\,a=K_1K_2\frac{a^2}{h},
$$

where $K_1$ is a pressure and $K_2$ an inverse pressure, both functions of $T$ alone. The pressures are those present in the gas, not those of the feed.

"Partial" means that R1 and R2 are balanced while other processes need not be. In particular, the gas may be far from equilibrium with the growing film.

## 2. Where the equilibrium constants come from

**One molecule.** In atomic units, a particle of mass $m$ on an axis of length $L$ has the levels $\pi^2n^2/(2mL^2)$, $n=1,2,\dots$ For a long box the sum over levels becomes an integral:

$$
\sum_{n\ge1}e^{-\alpha n^2}\approx\int_0^\infty e^{-\alpha n^2}dn=\frac12\sqrt{\frac{\pi}{\alpha}}=L\sqrt{\frac{mT}{2\pi}},\qquad \alpha=\frac{\pi^2}{2mL^2T}.
$$

At a length of 1000 thermal wavelengths, $\sqrt{2\pi/(mT)}$ each, the computed sum is 0.9995 of the integral. The missing 0.0005 is half a term out of 1000: the trapezoidal rule for the integral would include half of the $n=0$ term, which the sum lacks.

Three axes give a factor $V(mT/2\pi)^{3/2}$. Internal states multiply this by a factor independent of $V$. The partition function of one molecule of species $i$ is therefore $z_i=Vq_i$, where $q_i$ depends on $T$ alone. All energies are counted from a common zero, so that $q_i$ contains the energy differences between the molecules.

**Many molecules.** For a dilute gas of indistinguishable molecules,

$$
Z=\sum_{\{N_i\}}\prod_i\frac{z_i^{N_i}}{N_i!},
$$

where the sum runs over all compositions that R1 and R2 can reach from the initial one. Consider the average of $N_sN_h$. The factor $N_s$ cancels one factor of the factorial,

$$
N_s\frac{z_s^{N_s}}{N_s!}=z_s\frac{z_s^{N_s-1}}{(N_s-1)!},
$$

and the same holds for $N_h$. Now rename the composition by letting one silylene and one hydrogen recombine: $N_s'=N_s-1$, $N_h'=N_h-1$, $N_a'=N_a+1$. This is again an allowed composition. The silane factor becomes

$$
\frac{z_a^{N_a}}{N_a!}=\frac{N_a'}{z_a}\,\frac{z_a^{N_a'}}{N_a'!}.
$$

Terms with $N_s=0$ or $N_h=0$ vanish on the old side, and terms with $N_a'=0$ vanish on the new side, so no boundary term is left over. Hence

$$
\langle N_sN_h\rangle=\frac{z_sz_h}{z_a}\langle N_a\rangle=V\frac{q_sq_h}{q_a}\langle N_a\rangle .
$$

The same renaming for R2 joins one silylene and one silane into a disilane:

$$
\langle N_sN_a\rangle=\frac{z_sz_a}{z_d}\langle N_d\rangle=V\frac{q_sq_a}{q_d}\langle N_d\rangle .
$$

Both identities hold at any number of molecules.

**From averages to pressures.** The volume enters each term of $Z$ as $V^{N}$, with $N=\sum_iN_i$. Therefore

$$
p=T\frac{\partial\ln Z}{\partial V}=\frac{T\langle N\rangle}{V},
$$

and the share of species $i$ is $p_i=T\langle N_i\rangle/V$. In a large gas the fluctuations are small, and $\langle N_sN_h\rangle$ may be replaced by $\langle N_s\rangle\langle N_h\rangle$. Then

$$
K_1=\frac{sh}{a}=\frac TV\frac{\langle N_s\rangle\langle N_h\rangle}{\langle N_a\rangle}=T\frac{q_sq_h}{q_a},
$$

$$
K_2=\frac{d}{sa}=\frac VT\frac{\langle N_d\rangle}{\langle N_s\rangle\langle N_a\rangle}=\frac{q_d}{T\,q_sq_a}.
$$

The replacement was tested by summing over all compositions, with constants chosen for that test alone. With 200 initial silane molecules, the values of $K_1$ and $K_2$ formed from mean pressures are low by 0.14% and 0.37%, relative to the partition-function formulas. With 800 molecules and the same densities, they are low by 0.036% and 0.093%. Four times as many molecules give a quarter of the error, as expected for a correction of order $1/N$.

**The same result from chemical potentials.** With Stirling's formula, the free energy of a composition is $F=\sum_iN_iT[\ln(N_i/Vq_i)-1]$. Its derivative is $\mu_i=T\ln(n_i/q_i)$, with $n_i=N_i/V$. One event of R1 leaves $F$ stationary if $\mu_a=\mu_s+\mu_h$, and one event of R2 if $\mu_s+\mu_a=\mu_d$. Exponentiation reproduces the two constants. No condition involves the chemical potential of solid silicon, which is why the film may be out of equilibrium.

## 3. The scaling law

The definition of $K_1$ gives $s=K_1a/h$ at once. Substitution into $d=K_2sa$ gives $d=K_1K_2a^2/h$. Adding R1 and R2 cancels silylene,

$$
\mathrm{2\,SiH_4\rightleftharpoons Si_2H_6+H_2},
$$

so the dimensionless product $K_1K_2=dh/a^2$ is the constant of this overall reaction. The square comes from the two silane molecules on its left, and the inverse power from the hydrogen on its right. The ratio $d/s=K_2a$ does not contain hydrogen: at a fixed silane pressure, added hydrogen lowers both pressures by the same factor.

**Numbers.** The example uses round model parameters, which are not data for silane:

- $K_1=10^{-12}$ eV/Å³ and $K_2=10^{11}$ Å³/eV;
- feed pressures $a_0=10^{-9}$ eV/Å³ and $h_0=10^{-7}$ eV/Å³.

If the gas had the feed pressures of silane and hydrogen, equilibrium would give

$$
s=10^{-12}\times\frac{10^{-9}}{10^{-7}}=10^{-14}\ \text{eV/Å}^3=1.60\times10^{-3}\ \text{Pa},
$$

$$
d=10^{11}\times10^{-14}\times10^{-9}=10^{-12}\ \text{eV/Å}^3=0.160\ \text{Pa}.
$$

Disilane is 100 times more abundant than silylene because $K_2a=100$.

## 4. Steady state with losses

Let $v_1$ and $v_2$ be the net rates of R1 and R2, in pressure per time:

$$
v_1=f_1a-b_1sh,\qquad v_2=f_2sa-b_2d .
$$

At equilibrium each reaction is balanced by its own reverse, so $v_1=v_2=0$ there. This fixes $f_1/b_1=sh/a=K_1$ and $f_2/b_2=d/(sa)=K_2$. The coefficients themselves may depend on collisions with the surrounding gas. Provided that the internal states of the molecules are thermally populated, the ratios do not.

The gas is taken to be well mixed, so that each species has one pressure throughout the reactor. Let $w_s$ and $w_d$ be the total first-order loss coefficients of silylene and disilane. They include the gas outflow and the reaction at surfaces. The feed contains neither species. In a steady state,

$$
v_1-v_2-w_ss=0,\qquad v_2-w_dd=0 .
$$

The second balance reads $f_2sa=(b_2+w_d)d$, so

$$
d=\frac{f_2a}{b_2+w_d}\,s .
$$

It also says that $v_2=w_dd$: the net drain of silylene into disilane is only what disilane then loses. Inserting this into the first balance gives

$$
f_1a=s\left[b_1h+w_s+\frac{f_2a\,w_d}{b_2+w_d}\right].
$$

Divide by $b_1h$ and use $f_1/b_1=K_1$:

$$
s=\frac{K_1a/h}{1+\theta},\qquad \theta=\theta_s+\theta_d,
$$

$$
\theta_s=\frac{w_s}{b_1h},\qquad \theta_d=\frac{f_2a}{b_1h}\,\frac{w_d}{b_2+w_d}.
$$

For disilane, write $f_2/(b_2+w_d)=K_2/(1+w_d/b_2)$. Then

$$
d=\frac{K_1K_2a^2/h}{(1+\theta)(1+w_d/b_2)} .
$$

The number $\theta$ compares two fates of a silylene molecule: permanent removal, directly or by way of disilane, and return to silane by reaction with hydrogen. Silylene follows the equilibrium law if $\theta\ll1$. Disilane needs $w_d\ll b_2$ as well, which means that it decomposes back to silylene and silane much faster than it is lost.

The formation of disilane is not in itself a loss. In the example $f_2a$ and $b_1h$ are equal at the feed pressures, yet equilibrium survives as long as the disilane returns its silylene.

## 5. Three reactors

Time is measured in residence times, so the outflow contributes 1 to each loss coefficient. The rate coefficients are $f_1=1$ and $b_2=1000$ per residence time, and $b_1=10^{12}$ and $f_2=10^{14}$ Å³/eV per residence time. A silylene molecule lost at a surface releases one hydrogen molecule, and a disilane molecule three. The full rate equations were integrated until steady, with silane and hydrogen free to change. In all three cases below the result agrees with the formulas of part 4 to the tested relative tolerance of $10^{-5}$.

**Slow loss:** $w_s=1001$, $w_d=2$. The actual pressures are $a=9.864\times10^{-10}$ and $h=1.0002\times10^{-7}$ eV/Å³. Then

$$
\theta_s=\frac{1001}{1.0002\times10^{5}}=0.0100,\qquad
\theta_d=\frac{9.864\times10^{4}}{1.0002\times10^{5}}\times\frac{2}{1002}=0.0020 .
$$

With $\theta=0.012$, silylene is at $1/1.012=0.988$ of its equilibrium value for the actual $a$ and $h$. Disilane has the further factor $1/1.002$ and is at 0.986.

**Fast silylene loss:** $w_s\approx10^7$, $w_d=2$. Now $\theta=99$, and both species are at 0.010 of their equilibrium values. Disilane is still balanced against silylene, since $w_d\ll b_2$. It is low because silylene is low.

**Fast disilane loss:** $w_s=1001$, $w_d=2001$. Here $\theta=0.426$, nearly all of it from $\theta_d$. Silylene is at $1/1.426=0.701$ of equilibrium. Disilane is at $0.701/(1+2.001)=0.234$. Both conditions fail, the second one more strongly.

## 6. What the exponents reveal

Hold $a$ and $h$ as independent variables, keep the rate and loss coefficients fixed, and write the steady result as

$$
s=\frac{f_1a}{D},\qquad D=b_1h+w_s+\Lambda a,\qquad \Lambda=\frac{f_2w_d}{b_2+w_d}.
$$

Logarithmic differentiation gives

$$
\frac{\partial\ln s}{\partial\ln h}=-\frac{b_1h}{D}=-\frac1{1+\theta},
$$

$$
\frac{\partial\ln s}{\partial\ln a}=1-\frac{\Lambda a}{D}=\frac{b_1h+w_s}{D}=\frac{1+\theta_s}{1+\theta}.
$$

Because $d$ is proportional to $as$, its exponent in $a$ is larger by one and its exponent in $h$ is the same. Finite differences of the numerically solved balances confirm these expressions. At the feed pressures they give:

| Loss | $s$ in $a$ | $d$ in $a$ | both in $h$ |
|---|---:|---:|---:|
| slow | 0.998 | 1.998 | −0.988 |
| fast silylene | 1.000 | 2.000 | −0.010 |
| fast disilane | 0.602 | 1.602 | −0.596 |

The second row explains the contrast in part 1. If $w_s$ dominates $D$, then

$$
s\to\frac{f_1a}{w_s},\qquad d\to\frac{f_2a}{b_2+w_d}\,\frac{f_1a}{w_s}.
$$

Silylene is made from silane and removed before hydrogen can return it. Its pressure is still proportional to silane, and disilane to silane squared, but hydrogen has dropped out. The small remainder seen in part 1 has two parts: at fixed $a$, the doubled hydrogen lowers $s$ and $d$ alike by a factor of 0.990, and the silane it returns raises $a$ by 1.005, which gives 0.995 for silylene and 1.000 for disilane. Within this model, silane exponents of 1 and 2 are therefore no evidence of partial equilibrium. The hydrogen exponent is the sharper sign, because its departure from −1 is $\theta/(1+\theta)$. It tests only the condition $\theta\ll1$, however. The other condition, $w_d\ll b_2$, cannot be read from the exponents when $\theta$ is small: the factor $1/(1+w_d/b_2)$ lowers the disilane pressure without changing how it scales with $a$ and $h$.

There is another limit. If disilane is lost much faster than it decomposes, $w_d\gg b_2$, then $\Lambda\to f_2$. If $f_2a$ also dominates $D$, silylene tends to $f_1/f_2$, independent of both silane and hydrogen. Silane then both produces silylene and consumes it. The third row shows the onset of this behaviour, with both exponents of $s$ reduced in size. Raising $w_d$ alone does not reach the limit at the feed pressures: there $f_2a=b_1h$, and the exponents of $s$ stop near $1/2$ and $-1/2$.

## 7. Feed pressures and actual pressures

The slow-loss reactor gave factors of 1.988 and 3.961 rather than 2 and 4. Most of the difference comes from silane consumption. The combination $a+s+2d$ counts silicon atoms and is unchanged by R1 and R2. Its steady balance, per residence time, is

$$
a_0=a+w_ss+2w_dd .
$$

With $s=9.745\times10^{-15}$ and $d=9.593\times10^{-13}$ eV/Å³, the two loss terms are $9.75\times10^{-12}$ and $3.84\times10^{-12}$ eV/Å³. Together they take 1.36% of the feed, which is the computed fall in $a$.

When the silane feed is doubled, the first term roughly doubles and the second roughly quadruples. The losses become about $3.5\times10^{-11}$ eV/Å³, so $a$ rises by a factor of 1.992 instead of 2. At the same time $\theta_d$ doubles, which lowers $s$ by a further 0.2%. The estimates are

$$
1.992\times0.998=1.988,\qquad 1.992\times1.988=3.960,
$$

in agreement with the integration.

When the hydrogen feed is doubled, two effects raise the silylene factor above 1/2. First, $\theta$ falls from 0.012 to 0.006, which contributes $1.012/1.006=1.006$. Second, the losses are halved, which raises $a$ by a factor of 1.007. With one more digit the two factors are 1.0059 and 1.0068. The hydrogen pressure itself rises by 1.9996 rather than 2, because the hydrogen released from silane does not double. The result $1.0059\times1.0068/1.9996$ is 0.5065, as found. Disilane carries one more factor of 1.007, which gives 0.510.

With fast silylene loss the distinction is large: $a=5.03\times10^{-10}$ eV/Å³, about half the feed. A law written in feed pressures would need a conversion factor that itself depends on the operating conditions.

## 8. Pure silane in a closed vessel

The law contains $h$ as if it could be set freely. That is so when hydrogen is supplied in excess. Consider instead a closed vessel without surface loss that starts as pure silane. Each net event of R1 adds one silylene and one hydrogen. Each net event of R2 turns one silylene into one disilane. The quantity $h-s-d$ therefore keeps its initial value, zero:

$$
h=s+d=s(1+K_2a).
$$

Insert this into $sh=K_1a$:

$$
s^2(1+K_2a)=K_1a,\qquad s=\sqrt{\frac{K_1a}{1+K_2a}} .
$$

The exponent seen when $a$ is varied by changing the initial charge is

$$
\frac{d\ln s}{d\ln a}=\frac12\left[1-\frac{K_2a}{1+K_2a}\right]=\frac1{2(1+K_2a)},
$$

and that of disilane is larger by one, since $d=K_2sa$.

For $K_2a\ll1$ the generated hydrogen stays mostly paired with silylene, and $s\propto a^{1/2}$, $d\propto a^{3/2}$. For $K_2a\gg1$ it is mostly paired with disilane. Then $h\approx d$ grows in proportion to $a$, silylene saturates at $\sqrt{K_1/K_2}$, and disilane is linear in silane.

Integration of the rate equations from two initial charges shows both regimes:

- From $10^{-13}$ eV/Å³, the remaining silane is $8.37\times10^{-15}$ eV/Å³. Here $K_2a=8.4\times10^{-4}$, and the exponents are 0.4996 and 1.4996. Most of the silane has dissociated, so $a$ is far from the initial charge.
- From $10^{-9}$ eV/Å³, the remaining silane is $6.13\times10^{-10}$ eV/Å³. Here $K_2a=61.3$, and the exponents are 0.008 and 1.008. The silylene pressure is $3.14\times10^{-12}$ eV/Å³, close to the saturation value $3.16\times10^{-12}$ eV/Å³.

In both vessels $sh/a=K_1$ and $dh/a^2=K_1K_2$ hold within the tested tolerance. The equilibrium law has not failed. The apparent exponents differ because hydrogen changes together with silane.

## 9. Range of validity

The scaling with exponents 1, 2 and −1 requires a fixed temperature, since $K_1$ and $K_2$ change with $T$. It also requires $\theta\ll1$ and a hydrogen pressure that does not follow the silane pressure. For disilane to have the equilibrium value $K_1K_2a^2/h$, and not only its exponents, $w_d\ll b_2$ is needed as well. The loss coefficients were taken as first order. The exponents away from partial equilibrium also assume that the rate and loss coefficients do not change with the gas pressures. If collisions with hydrogen speed up R1 in both directions, for example, silylene can rise with hydrogen when $\theta$ is large. Reactions of higher silanes, particle formation and other sources of silylene or disilane are outside the model. If they are appreciable, they add terms to the balances of part 4, and the condition for partial equilibrium must be derived again with those terms included.

If film growth from silylene is described by a surface loss proportional to $s$, that contribution follows $a/h$ near partial equilibrium and is suppressed by hydrogen. When the same surface loss becomes fast enough to make $\theta$ large, the suppression disappears, provided that the gas stays well mixed. This needs the distance $\sqrt{\mathcal D/(b_1h)}$ that silylene diffuses before hydrogen returns it, with $\mathcal D$ its diffusion coefficient, to exceed the size $L$ of the reactor. Otherwise diffusion limits the effective $w_s$ to the order of $\mathcal D/L^2$, however reactive the wall. The bulk gas then stays near partial equilibrium and the wall draws on a thin layer only. For silylene alone the flux to a fully absorbing wall is then $(K_1a/h)\sqrt{\mathcal D\,b_1h}$, which still falls with hydrogen. Effects of hydrogen on the surface reaction itself are outside the model. The numerical output lists the pressures, loss coefficients and exponents for each case.

## Table of computed values

```
Box sum / classical axis value (1000 wavelengths): 0.99950
Thermal energy in composition sum: 0.08 eV
K1 from partition functions: 4.8000e-07 eV/A^3
K2 from partition functions: 1.2500e+06 A^3/eV
N=200: relative error of K1, K2 from mean pressures: -1.42e-03, -3.70e-03
N=800: relative error of K1, K2 from mean pressures: -3.56e-04, -9.25e-04
Model K1: 1.0e-12 eV/A^3; K2: 1.0e+11 A^3/eV
Feed silane, hydrogen: 1.0e-09, 1.0e-07 eV/A^3
f1, b2: 1.0, 1000.0 per residence time
b1, f2: 1.0e+12, 1.0e+14 A^3/eV per residence time
Equilibrium silylene at feed a,h: 1.000e-14 eV/A^3 = 1.602e-03 Pa
Equilibrium disilane at feed a,h: 1.000e-12 eV/A^3 = 1.602e-01 Pa
Equilibrium disilane/silylene: 100.0
[slow loss] ws, wd: 1001, 2 per residence time
  actual silane, hydrogen: 9.8641e-10, 1.0002e-07 eV/A^3
  actual silylene, disilane: 9.7450e-15, 9.5933e-13 eV/A^3
  theta: 0.0120; s/s_eq: 0.9882; d/d_eq: 0.9862
[fast silylene loss] ws, wd: 10000001, 2 per residence time
  actual silane, hydrogen: 5.0251e-10, 1.0099e-07 eV/A^3
  actual silylene, disilane: 4.9748e-17, 2.4949e-15 eV/A^3
  theta: 99.0158; s/s_eq: 0.0100; d/d_eq: 0.0100
[fast disilane loss] ws, wd: 1001, 2001 per residence time
  actual silane, hydrogen: 6.2871e-10, 1.0074e-07 eV/A^3
  actual silylene, disilane: 4.3762e-15, 9.1682e-14 eV/A^3
  theta: 0.4261; s/s_eq: 0.7012; d/d_eq: 0.2337
[slow loss] silane feed x2: s x1.9880, d x3.9611
[slow loss] hydrogen feed x2: s x0.5065, d x0.5099
[fast silylene loss] silane feed x2: s x1.9999, d x3.9999
[fast silylene loss] hydrogen feed x2: s x0.9950, d x0.9999
[slow loss] exponents at feed a,h: s in a 0.9980, d in a 1.9980, both in h -0.9881
[fast silylene loss] exponents at feed a,h: s in a 1.0000, d in a 2.0000, both in h -0.0099
[fast disilane loss] exponents at feed a,h: s in a 0.6023, d in a 1.6023, both in h -0.5964
Closed vessel, initial silane 1.0e-13 eV/A^3:
  final a, s: 8.3742e-15, 9.1473e-14 eV/A^3
  final h, d: 9.1549e-14, 7.6601e-17 eV/A^3
  K2*a: 8.374e-04; apparent exponents s, d: 0.4996, 1.4996
Closed vessel, initial silane 1.0e-09 eV/A^3:
  final a, s: 6.1257e-10, 3.1368e-12 eV/A^3
  final h, d: 1.9529e-10, 1.9215e-10 eV/A^3
  K2*a: 6.126e+01; apparent exponents s, d: 0.0080, 1.0080
```
